Antiphase boundaries in hafnia that leave the polarization unreversed

The polar orthorhombic phase of hafnia, space group Pca2₁, is described here as a distorted fluorite lattice. The cubic cell has edge a, contains four HfO₂ units, and has a hafnium ion at its origin. The eight oxygen sites lie at a(1/4 + i/2, 1/4 + j/2, 1/4 + k/2), with i, j, k equal to 0 or 1. The polarization **P** points along z. Four oxygen displacement patterns are kept, and together they give this space group:

T: along x, with sign (−1)^(j+k)
A: along z, with sign (−1)^j
C: along x, with sign (−1)^k
P: along z, uniform

T is the distortion of the tetragonal phase, and T, A and C carry no net dipole. The amplitudes of A and C are u and v, and p = P/P₀ is the polarization relative to its bulk value P₀. In the reference domain u = v = p = 1. Oxygen is negative, so positive P means that oxygen has moved toward −z. The amplitude of T is held fixed throughout. The hafnium displacements are left out, and so are two further oxygen patterns that the space group allows, along y with signs (−1)^i and (−1)^(i+j). These need not be small, but they do not lower the symmetry further.

**The belief and its appeal**

The belief is that a domain boundary in ferroelectric hafnia is a place where the polarization reverses, so that equal polarization on both sides means no boundary and no energy cost. For a crystal described by P alone this is sound. A double well in P has two minima, +P₀ and −P₀, and two regions with the same P are in the same state. The argument fails if other displacements can differ while P is the same.

**Two states with one polarization**

A shift by t = a(0, 1/2, 1/2) is a lattice translation of fluorite and of the tetragonal phase, but not of the polar phase. It exchanges the two values of j and the two values of k. The sign (−1)^(j+k) survives, while (−1)^j and (−1)^k change:

(T, A, C, P) → (T, −A, −C, P).

The shifted crystal has the same bulk energy and polarization, but its atoms sit differently. If A and P have equal displacement amplitudes, the z shifts cancel in every second oxygen layer and add in the others. The translation then exchanges these "spacer" and "active" layers.

Symmetry also fixes how the patterns couple. A mirror reversing x exchanges the values of i and reverses x displacements: T and C change sign. A mirror reversing y exchanges the values of j: T and A change sign. A mirror reversing z exchanges the values of k and reverses z displacements: all four change sign. Each fluorite translation also changes an even number of signs. The product TACP survives all of these operations, and the remaining cubic operations turn it into equivalent products for other axes. The energy may therefore contain it. The product ACP is forbidden in fluorite, because the x mirror reverses it, but once T is present a term proportional to −PAC is allowed.

With T fixed, this term favours uvp > 0, which leaves four states:

(u, v, p) = (1, 1, 1), (−1, −1, 1), (−1, 1, −1), (1, −1, −1).

The first two are antiphase partners with equal polarization. Either of the last two, next to the first, makes a 180° wall.

For a coherent, stoichiometric, insulating wall the bound charge density is ρ = −dPₙ/dn, where n is the coordinate along the wall normal. Its integral across the wall is Pₙ(left) − Pₙ(right), which vanishes for antiphase partners at every orientation.

**Why the boundary still costs energy**

Take the simplest energy density containing the coupling, with equal coefficients for u and v:

f = −(α/2)(u² + v²) + (β/4)(u⁴ + v⁴) + κ(p²/2 − puv) + (g/2)(u′² + v′²).

Here κ = P₀²/(ε₀χ), where χ is the susceptibility with u and v frozen. The bulk state u = v = p = 1 is stationary if −α + β − κ = 0, so β = α + κ.

First let the wall normal x be perpendicular to **P**. With **P** kept along z, as the model assumes, there is then no bound charge anywhere and no field. Setting ∂f/∂p = κ(p − uv) = 0 gives p = uv, and the coupling term becomes −κu²v²/2. Adding α/2, so that the bulk energy is zero, and collecting the terms in α and κ gives the local excess energy

Δf = (α/4)[(1 − u²)² + (1 − v²)²] + (κ/4)(u² − v²)².

Both u and v must go from −1 to 1. For u alone, completing the square gives

(g/2)u′² + (α/4)(1 − u²)² = ½[√g u′ − √(α/2)(1 − u²)]² + √(gα/2)(1 − u²)u′.

The square is not negative. The last term integrates to (4/3)√(gα/2), because ∫(1 − u²)du from −1 to 1 is 4/3. With w = √(2g/α), √(gα/2) = αw/2, so u costs at least 2αw/3. The same holds for v, and the κ term cannot lower the sum. All the bounds are reached together when u = v and u′ = (1 − u²)/w:

u = v = tanh(x/w), p = tanh²(x/w), σ = (4/3)αw.

This is the lowest energy within the model, and it is positive. With no gradient term in p, the polarization falls to zero at the centre and recovers with the same sign. Equal polarization in the domains does not mean unchanged polarization inside the wall.

**The number**

The inputs are rough values chosen to represent a single crystal of polar hafnia: P₀ = 50 μC/cm², a = 0.51 nm, χ = 10, w = 0.3 nm, and a polar state 0.10 eV per formula unit below the tetragonal reference. They are not results of an electronic-structure calculation. At u = v = 0 the excess energy is α/2, and one formula unit occupies a³/4, so

α = 2(0.10 eV)/(a³/4) = 0.966 GJ/m³,
σ = (4/3)(0.966 GJ/m³)(0.3 nm) = 386 mJ/m².

The net bound charge is zero, but the energy is not.

A 180° wall with the same type of normal reverses only one of u and v. It therefore costs more than σ/2: equality would need v² = 1 and u² = v² everywhere, which is impossible where u crosses zero. It also costs less than σ. Replacing v = tanh(x/w) by |tanh(x/w)| turns the antiphase profile into a 180° profile of equal energy, but with a kink in v that a minimum cannot have, so relaxation lowers it.

Minimizing the energy numerically on a grid gives 271 mJ/m², or 0.70σ. The wall that leaves P unreversed is thus the more expensive one in this model. Splitting it into two separated 180° walls would cost 541 mJ/m², so it stays whole. This order does not depend on the equal coefficients for u and v, because replacing v by |v|, or u by |u|, leaves the energy unchanged whatever the coefficients are. Equal coefficients do give both kinds of 180° wall the same energy. Terms left out of the model could change either result in real hafnia.

**When the normal is parallel to the polarization**

The same gradient coefficient g is assumed for this normal, although symmetry does not require it. With T fixed, symmetry also allows terms proportional to uv′ − vu′, p(u²)′ and p(v²)′ for this normal. They are left out here. The first vanishes for u = v, and the others integrate to zero on the symmetric profile found below, so including them cannot raise the wall energy. They can lower it appreciably: a coefficient of 0.15 J/m² for uv′ − vu′ lowers it by about 19%. Now the dip in P creates bound charge. With no field in the distant domains, the constant displacement field is D = P₀, and inside the wall E = (P₀ − P)/ε₀. The field energy ε₀E²/2 adds κχ(p − 1)²/2 to f. Minimizing over p gives

κ(p − uv) + κχ(p − 1) = 0, so 1 − p = (1 − uv)/(1 + χ).

Define κ′ = κ/(1 + χ). Substituting p turns all terms containing it into κ(1/2 − uv) − (κ′/2)(uv − 1)². The identity

(uv − 1)² = ½[(1 − u²)² + (1 − v²)²] − ½(u² − v²)² + (u − v)²

then gives

Δf = (c/4)[(1 − u²)² + (1 − v²)²] + ((κ − κ′)/2)(u − v)² + (κ′/4)(u² − v²)²,

with c = β − κ′. No term is negative, so the earlier argument applies with α replaced by c:

w_z = √(2g/c), σ_z = (4/3)c w_z, 1 − p = sech²(z/w_z)/(1 + χ).

Here κ = 2.82 GJ/m³ and c = 3.53 GJ/m³, so w_z = 0.157 nm and σ_z = 739 mJ/m². The field holds P at no less than 0.91P₀. Where P falls there is a positive layer, and where it recovers a negative one, each of magnitude P₀/(1 + χ) = 4.5 μC/cm². They cancel in total. A head-to-head 180° wall would instead carry 2P₀ = 100 μC/cm² of net bound charge.

The two layers still produce a peak field P₀/[ε₀(1 + χ)] = 51 MV/cm and a potential step of 2w_z times that field, 1.6 V. The step corresponds to 0.29 of a rough 5.5 eV gap. The field is about ten times a rough macroscopic breakdown field of 5 MV/cm. It extends over only a few tenths of a nanometre, so that comparison does not predict breakdown, but it does put the assumed linear dielectric response in doubt.

**What an applied field sees**

In a uniform field E along z, add −PE to f. For u = v, minimizing over P gives P = P₀u² + ε₀χE, and then u² = 1 + P₀E/α. The energy depends on u and v only through u², v² and uv, so the antiphase partner has the same energy and the field exerts no pressure on the boundary. For the reversed domains the sign of P₀E changes. The energies are

−(α/2)(1 ± P₀E/α)² − ε₀χE²/2,

and their difference is 2P₀E. At 1 MV/cm this is a pressure of 100 MPa on a 180° wall.

The antiphase boundary still affects a capacitor. For a normal perpendicular to **P**, the missing dipole per unit area is P₀∫sech²(x/w)dx = 2wP₀. Well-separated boundaries at spacing L remove a fraction 2w/L of the remanent polarization, which is 6% for L = 10 nm. For a normal parallel to **P**, the assumption of no field in the domains fails in a thin film between shorted electrodes, because the potential step must be cancelled across the film. For one boundary in a 10 nm film the model gives about 1.5 MV/cm opposing **P** in the domains, a wall energy of 694 mJ/m², and 11% less electrode charge.

**How far the numbers reach**

The inputs are rough, the wall width is a choice, and σ is proportional to it. The model's relative permittivity, 1 + χ + P₀²/(ε₀α) = 40, is somewhat above a typical rough value of 30. Three omissions can be sized for the perpendicular normal:

- Atomic planes. With u = v defined only on planes 0.255 nm apart, numerical minimization gives 378 mJ/m² for a wall held centred on a plane and 374 mJ/m² for one centred between planes. Only the second is a minimum; the first relaxes to it when displaced.
- Stiffness of P. A term (g/2)p′², evaluated on the unrelaxed profile, adds 20%. After relaxation it adds 13%, p at the centre rises to about 0.18, and the 180° wall costs 342 mJ/m² against 437 mJ/m². At five times this stiffness the two walls cost about the same.
- A barrier at the tetragonal state. Multiplying Δf along u = v by 1 + 3u² creates a barrier 5% of the depth and also makes the wells four times stiffer. At fixed g the two changes together raise σ by 24%.

For the parallel normal, the same discrete calculations give 762 mJ/m² for a wall centred on a plane and 565 mJ/m² for one centred between planes. Again only the wall between planes is a minimum, and in it p falls only to 0.97 on the planes. The continuum values of 739 mJ/m², 0.91P₀ and 51 MV/cm are therefore only rough estimates, although within this model, without the omitted one-derivative terms, both discrete energies remain above those for the perpendicular normal.

Real films also contain oxygen vacancies, trapped charge and grain boundaries. A charged defect can give an antiphase boundary a net charge that the ideal wall lacks. Relaxation of T would lower the energy or leave it unchanged; strain inside the wall is also omitted, and neither effect has been sized. They can change the wall energy, but not the symmetry result that two distinct hafnia domains can share one polarization.
